# Spin density, total spin and the isotropic hyperfine constant, part 2

The question is whether the isotropic hyperfine constant \(A\) in \(A\,\mathbf S\cdot\mathbf I\) follows from the spin density \(\rho_s=\rho_\alpha-\rho_\beta\) at the nucleus \(\mathbf R\) alone. The questioner's "naive" rule \(A=K\rho_s(\mathbf R)\) was applied to a linear chain of five hydrogen atoms, 4 bohr apart, in its lowest sextet (\(S=5/2\)). It gave a zero-field splitting about three times that of a free hydrogen atom.

Hartree atomic units are used, with main results also in MHz. For a proton \(K=6.79346\times10^{-7}\ E_h\,\text{bohr}^3\) (4469.88 MHz bohr\(^3\)), where
\[
K=\frac{2\pi}{3}\,\frac{\alpha^2g_eg_N}{m_p}.
\]
The \(8\pi/3\) in the contact field \(\tfrac{8\pi}{3}\alpha^2\rho(0)\boldsymbol\mu\) of a nuclear moment \(\boldsymbol\mu\), averaged over a spherical density \(\rho\), was checked by quadrature. The free atom has \(\rho_s=1/\pi\) and \(a=K/\pi=2.16243\times10^{-7}\,E_h\), or 1422.81 MHz.

The electronic Hamiltonian \(H_0\) is spin-free, and \(|M\rangle\), \(M=-S,\dots,S\), is an isolated multiplet with projector \(P\). The contact operator is \(K\,\mathbf V\cdot\mathbf I\), with \(\mathbf V=\sum_i\delta(\mathbf r_i-\mathbf R)\,\mathbf s_i\), \([S_a,V_b]=i\varepsilon_{abc}V_c\), \(S_\pm=S_x\pm iS_y\) and likewise \(V_\pm\). The Wigner-Eckart theorem, proved by letting \(S_+\) and \(PV_+P\) act in succession with \(|M+1\rangle\) as the only intermediate state, gives
\[
P\mathbf VP=c\,\mathbf SP ,
\]
also for any other spatial one-electron operator in place of the delta function. Hence \(A=Kc\) and
\[
\rho_s^{(M)}(\mathbf R)=2M\,c(\mathbf R),\qquad A=K\,\frac{\rho_s^{(S)}(\mathbf R)}{2S}.
\]

For \(I=\tfrac12\), no field and \(\mathbf F=\mathbf S+\mathbf I\),
\[
E(S+\tfrac12)=\frac{AS}{2},\qquad E(S-\tfrac12)=-\frac{A(S+1)}{2},\qquad \Delta E=A\big(S+\tfrac12\big).
\]
In a strong field \(B\), with electron Zeeman energy \(\omega=g_e\mu_BB\gg|A|\) and nuclear projection \(m_I\), the central line \(M=-\tfrac12\to+\tfrac12\) is a doublet of spacing \(A\), up to terms of order \(A^3/\omega^2\).

## A model in which the naive rule is impossible

Idealise your chain. Take five non-overlapping 1s centres with one electron on each, so that only five site spins \(\mathbf s_1,\dots,\mathbf s_5\) remain. At the proton of site 1 only the orbital of site 1 has amplitude, so the contact operator reduces to \(a\,\mathbf s_1\cdot\mathbf I\). To isolate the sextet, add a model ferromagnetic exchange between all pairs:

\[
H=-J\sum_{i<j}\mathbf s_i\cdot\mathbf s_j+a\,\mathbf s_1\cdot\mathbf I,\qquad J>0 .
\]

From \(\mathbf S^2=\sum_i\mathbf s_i^2+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j\) and \(\mathbf s_i^2=\tfrac34\), the exchange term equals \(-\tfrac J2[S(S+1)-\tfrac{15}4]\). The sextet lies at \(-\tfrac J2(\tfrac{35}4-\tfrac{15}4)=-\tfrac{5J}2\), the quartets at 0 and the doublets at \(+\tfrac{3J}2\). The gap is \(5J/2\).

In the all-up state the spin density at the proton is \(1/\pi\), as in the free atom, so the naive rule gives \(A=a\) and the levels \(5a/4\) and \(-7a/4\). Now \(\mathbf s_1\cdot\mathbf I\) couples two spins \(\tfrac12\) and has only the eigenvalues \(\tfrac14\) and \(-\tfrac34\), from the formulas above with \(S=\tfrac12\). Hence \(H_{\rm ex}-\tfrac34a\le H\le H_{\rm ex}+\tfrac14a\) as operator inequalities, with \(H_{\rm ex}\) the exchange term, and the min-max principle carries such inequalities over to the ordered eigenvalues. The twelve lowest levels of \(H\) all lie between \(-3a/4\) and \(a/4\), measured from \(-5J/2\), to all orders in \(a\). The naive levels fall outside this interval on both sides, and the naive splitting \(3a\) exceeds its whole width \(a\). This is the absurdity you noticed.

The correct value is \(c=\langle s_{1z}\rangle/S=\tfrac12/\tfrac52=\tfrac15\), so \(A=a/5\). Inside the sextet the spin on site 1 acts as one fifth of the total spin. The levels are \(\tfrac54\cdot\tfrac a5=\tfrac a4\) and \(-\tfrac74\cdot\tfrac a5=-\tfrac{7a}{20}\), with splitting \(3a/5\). For \(N\) centres the same argument gives \(A=a/N\) with \(S=N/2\). Diagonalisation of the full matrix at very large \(J/a\), with \(A\) read from the splitting divided by \(S+\tfrac12\), gives \(A/a=1,\ 0.5,\ 0.33333,\ 0.25,\ 0.2,\ 0.16667,\ 0.14286\) for \(N=1,\dots,7\). The splitting \((a/N)(N+1)/2\) falls from \(a\) towards \(a/2\) as \(N\) grows. The limit is that of a proton in a fixed field from one fully aligned electron spin, with energies \(\pm a/4\), while the naive splitting \(a(N+1)/2\) would grow without limit.

The model also gives the leading correction from the finite gap. The operator \(x=\mathbf s_1\cdot\mathbf I\) commutes with \(\mathbf F\), being invariant under a joint rotation of all spins. Only the sextet can form \(F=3\), so that level has nothing to mix with and lies at \(a/4\) exactly. The value \(F=2\) arises from the sextet and from the quartets, but not from the doublets, which reach \(F=1\) at most. For given \(M_F\) the sextet contains a single \(F=2\) state \(\psi\), so the part of \(x\psi\) orthogonal to \(\psi\) lies entirely among the quartets, at excitation energy \(5J/2\). Its squared norm is the variance of \(x\). The two eigenvalues imply \((x-\tfrac14)(x+\tfrac34)=0\), that is \(x^2=\tfrac3{16}-\tfrac12x\). With \(\langle x\rangle=-\tfrac7{20}\),

\[
\langle x^2\rangle=\frac3{16}+\frac7{40}=\frac{29}{80},\qquad\langle x^2\rangle-\langle x\rangle^2=\frac{145}{400}-\frac{49}{400}=\frac{6}{25}.
\]

The second-order shift of \(F=2\) is \(-\tfrac6{25}a^2/(5J/2)=-\tfrac{12}{125}a^2/J\), and

\[
\Delta E=\frac{3a}{5}+\frac{12}{125}\frac{a^2}{J}+O\!\Big(\frac{a^3}{J^2}\Big).
\]

Diagonalisation at \(J=10^3a\) gives the coefficient 0.0960, equal to \(12/125\). In the opposite limit \(J=0\) there is no isolated sextet, site 1 and its proton form a free atom, and the splitting is \(a\).

For numbers take the round value \(J=10^{-3}E_h\), so that the gap is \(2.5\times10^{-3}E_h\). Then

\[
A=\frac{6.79346\times10^{-7}\times0.318310}{5}=\frac{2.16243\times10^{-7}}{5}=4.32485\times10^{-8}\,E_h ,
\]

which is \(1422.81/5=284.56\) MHz. The \(64\times64\) matrix gives \(E(F{=}3)=5.40606\times10^{-8}E_h\), which is \(a/4\), and \(E(F{=}2)=-7.56894\times10^{-8}E_h\). Their difference is \(1.29750\times10^{-7}E_h\), or 853.71 MHz, against \(3A=853.68\) MHz and the naive \(3a=4268.42\) MHz. The excess of 0.03 MHz over \(3A\) is the second-order term, \(0.096\times1422.81\ \text{MHz}\times(2.16243\times10^{-7}/10^{-3})=0.03\) MHz. Adding an electron Zeeman term for \(B=3.5\) T, \(\omega=1.49076\times10^{-5}E_h\), gives a central doublet of 284.56 MHz, equal to \(A\). Divided by \(g_e\mu_B\) this is \(3.5\ \text{T}\times4.32485\times10^{-8}/1.49076\times10^{-5}=10.154\) mT.

## Your chain, without the projection

The model above has a permutation symmetry that makes \(c=\tfrac15\) easy to guess. The full CI calculation on the chain has correlated electrons, overlapping orbitals and inequivalent protons. With the 6-31G basis there are 10 orbitals, and the lowest sextet has energy \(-2.46084825\,E_h\). It is an excited multiplet of the chain, which does not matter for the theorem as long as it is isolated. A finite Gaussian basis has no cusp at the nucleus and this one is small, so the contact densities are values for this basis and not converged properties of the chain. The error is about 7%. The free atom in 6-31G has 0.298 bohr\(^{-3}\) at the nucleus instead of \(1/\pi=0.318\). A Hartree-Fock calculation of the all-up state agrees with full CI to four digits in 6-31G, and in an uncontracted basis of twelve s and two p functions per atom it gives 0.334 bohr\(^{-3}\) at the central proton, that is \(A\approx300\) MHz. Many digits are kept below only because two routes within the same basis are being compared.

The spin densities of the \(M=\tfrac52\) state at protons 1, 2 and 3 (end, next, centre) are 0.304893, 0.312546 and 0.312868 bohr\(^{-3}\). For the centre,

\[
c=\frac{0.312868}{5}=0.062574\ \text{bohr}^{-3},\qquad A=4469.88\times0.062574=279.70\ \text{MHz},
\]

or \(4.25091\times10^{-8}E_h\), against the naive 1398.48 MHz. Protons 1 and 2 give 272.57 and 279.41 MHz, against 1362.84 and 1397.04 MHz.

The other components are generated by applying \(S_-\) to the CI vector, and their densities are evaluated from the definition. At the central proton:

| \(2M\) | \(\rho_s^{(M)}\) (bohr\(^{-3}\)) | \(\rho_s^{(M)}/2M\) (bohr\(^{-3}\)) |
|---|---|---|
| \(\pm5\) | \(\pm0.312868\) | 0.062574 |
| \(\pm3\) | \(\pm0.187721\) | 0.062574 |
| \(\pm1\) | \(\pm0.062574\) | 0.062574 |

The naive rule would return six different constants for one multiplet, and only the density of \(M=+\tfrac12\) gives the right one. The program asserts that \(\rho_s^{(M)}/2M\) and the spin-flip ratio \(\langle M-1|V_-|M\rangle/\langle M-1|S_-|M\rangle\) equal the same \(c\) to \(10^{-10}\), for all five protons and for a random symmetric one-electron matrix in place of the delta function. The random matrix tests the claim that the factor does not depend on the spatial operator.

A sharper test uses neither the theorem nor perturbation theory. The operator \(H_0+K\mathbf V\cdot\mathbf I\) for the central proton conserves \(M_F=M+m_I\). The sector \(M_F=2\) consists of all determinants with \(M=\tfrac52\), \(m_I=-\tfrac12\), of which there are \(\binom{10}{5}=252\), and all with \(M=\tfrac32\), \(m_I=+\tfrac12\), of which there are \(\binom{10}4\binom{10}1=2100\), together 2352. Both \(F=3\) and \(F=2\) have a member in this sector. The two eigenvalues nearest the unperturbed sextet energy are

\[
E(F{=}3)=5.31364\times10^{-8}E_h\quad\text{against}\quad\tfrac54A=5.31364\times10^{-8}E_h ,
\]
\[
E(F{=}2)=-7.43906\times10^{-8}E_h\quad\text{against}\quad-\tfrac74A=-7.43910\times10^{-8}E_h .
\]

The splitting is 839.09 MHz, equal to \(3A\) at this precision, and the naive constant divided by one third of the exact splitting is 5.0000.

In this basis the \(F=2\) level lies \(4\times10^{-13}E_h\) above the first-order value, about \(5\times10^{-6}\) of the level shift itself, and in the direction opposite to that of the ferromagnetic model. The nearest other state lies \(0.00451\,E_h\) below the sextet. It is a quartet, because every state of this sector has \(M\ge\tfrac32\) and so \(S\ge\tfrac32\), and no sextet lies below the lowest one. In the model all quartets lie above the sextet and push \(F=2\) down. Here four quartets lie below it, and a state below pushes a level up in second order. The nearest one is not the cause: it has the opposite parity to the sextet under inversion through the central proton, so the contact operator of that proton, which is even, does not connect the two. The same holds for the quartet \(0.0280\,E_h\) below. The upward shift comes from the two quartets of the same parity as the sextet, \(0.0154\) and \(0.0383\,E_h\) below it, which in the second-order sum contribute \(+3.1\times10^{-13}\) and \(+1.3\times10^{-13}E_h\), against about \(-0.6\times10^{-13}E_h\) from all states above. Among the low-lying multiplets, the gap that matters is the gap to the states that the operator couples. The part from the states above is not a property of the chain. The second-order sum of a point contact operator with itself diverges as tight s functions are added. With two extra s functions of exponents 150 and 1500 on the central proton the total second-order shift of \(F=2\) is already \(-4\times10^{-13}E_h\), and with 200 and 5000 it is \(-1.2\times10^{-12}E_h\). The delta function is a first-order operator, and the diagonalisation above has a meaning only within a finite basis.

This calculation contains the contact term of one proton only. With all five, the first-order operator is \(\sum_kA_k\,\mathbf S\cdot\mathbf I_k\), each \(A_k\) with its own density and the same \(1/(2S)\). A real linear chain would also have dipolar hyperfine terms and an electron spin-spin zero-field splitting, which destroy the simple pattern of \(F\) levels. In first order they act within the multiplet and leave \(c\) unchanged.

## Where the formula needs care

For integer \(S\) the component \(M=0\) has \(\rho_s^{(0)}=0\) everywhere, while \(A\) is finite. The constant must then come from another component or from a spin-flip element. For four centres with \(S=2\) the computed values are \(\langle s_{1z}\rangle=0\) at \(M=0\) and \(\langle1|s_{1+}|0\rangle/\langle1|S_+|0\rangle=0.25\). For \(S=0\) there is no first-order coupling at all: \(S_-\) and \(S_-^\dagger=S_+\) annihilate the singlet, so \(\langle V_z\rangle=-\tfrac12\langle[S_-,V_+]\rangle=0\), and the other components follow by rotating the axes.

The proof needs eigenstates of \(\mathbf S^2\). The determinant \(\uparrow\uparrow\uparrow\uparrow\downarrow\) on the five centres has \(M=\tfrac32\) and \(\langle s_{1z}\rangle=\tfrac12\), so \(\langle s_{1z}\rangle/M=0.3333\) and not \(0.2\). It is a superposition of the sextet and quartets, and \(V_z\) has matrix elements within and between them, so the ratio is not the \(c\) of the sextet. For a spin-unrestricted Hartree-Fock or Kohn-Sham determinant the divisor that corresponds to the formula is \(N_\alpha-N_\beta\), but the theorem does not strictly cover a spin-contaminated wavefunction, and a broken-symmetry determinant of the kind just shown needs an explicit spin-coupling analysis.

The proof also needs a single multiplet. The step that inserted \(|M+1\rangle\) as the only intermediate state fails if several multiplets of the same \(S\) are degenerate, and \(c\) then becomes a matrix in the orbital labels. The orbital term also need not vanish there. If another multiplet is merely close and the contact operator couples the two, the relative error of the first-order splitting is of the order of the hyperfine energy over the gap, as the \(a^2/J\) term shows for the model.

With spin-orbit coupling included in \(H_0\), \(\mathbf S\) no longer commutes with \(H_0\) and the derivation does not apply as written. The result is then at best an approximation, for a coupling that is small against the gap. In a free atom the same algebra can be run with the total electronic angular momentum in place of \(\mathbf S\), applied to the complete magnetic-dipole hyperfine operator (contact, dipolar and orbital terms), which is a vector under that angular momentum.

Finally, the value of \(A\) is tied to the spin operator that it multiplies. If an axial zero-field splitting isolates the pair \(M=\pm\tfrac12\) of a sextet and one describes it by an effective spin \(\tilde S=\tfrac12\), then \(S_z\) acts as \(\tilde S_z\), but \(\langle\tfrac12|S_+|-\tfrac12\rangle=\sqrt{\tfrac{35}4+\tfrac14}=3\) while \(\langle\tfrac12|\tilde S_+|-\tfrac12\rangle=1\). The isotropic coupling then appears as \(\tilde A_\parallel=A\) and \(\tilde A_\perp=3A\), so a computed \(K\rho_s/(2S)\) is to be compared with a constant fitted to the true \(S=\tfrac52\) Hamiltonian.

## Numbers as computed

```
alpha = 7.297352564e-03, g_e = 2.002319, g_p = 5.585695, m_p = 1836.1527 m_e
K = 6.793460e-07 Eh bohr^3 = 4469.88 MHz bohr^3
quadrature field/(rho(0) mu) = 8.377580; 8pi/3 = 8.377580
N = 2S = 1: A/a from diagonalisation = 1.00000
N = 2S = 2: A/a from diagonalisation = 0.50000
N = 2S = 3: A/a from diagonalisation = 0.33333
N = 2S = 4: A/a from diagonalisation = 0.25000
N = 2S = 5: A/a from diagonalisation = 0.20000
N = 2S = 6: A/a from diagonalisation = 0.16667
N = 2S = 7: A/a from diagonalisation = 0.14286
spectrum of s1.I: -0.75, 0.25; naive F=3 level/a = 1.25
second-order coefficient (a^2/J): 0.0960; 12/125 = 0.0960
model: rho_s = 0.318310 bohr^-3, J = 1.0e-03 Eh, gap 5J/2 = 2.5e-03 Eh
model: naive A = a = 2.16243e-07 Eh = 1422.81 MHz
model: A = a/5 = 4.32485e-08 Eh = 284.56 MHz
model: E(F=3) = 5.40606e-08 Eh, E(F=2) = -7.56894e-08 Eh
model: splitting = 1.29750e-07 Eh = 853.71 MHz
model: 3A = 853.68 MHz, naive 3a = 4268.42 MHz
model: B = 3.5 T, electron Zeeman = 1.49076e-05 Eh
model: central EPR doublet = 284.56 MHz = 10.154 mT
S=2, M=0: |<s1z>| = 0.000000, <s1+>/<S+> = 0.250000
determinant up,up,up,up,down: <s1z>/M = 0.3333
H5: spacing 4.0 bohr, 10 orbitals, FCI sextet energy = -2.46084825 Eh
H5 proton 1: rho_s = 0.304893 bohr^-3, A = 272.57 MHz, naive 1362.84 MHz
H5 proton 2: rho_s = 0.312546 bohr^-3, A = 279.41 MHz, naive 1397.04 MHz
H5 proton 3: rho_s = 0.312868 bohr^-3, A = 279.70 MHz, naive 1398.48 MHz
central proton, 2M = +5: rho_s = +0.312868, rho_s/2M = 0.062574 bohr^-3
central proton, 2M = +3: rho_s = +0.187721, rho_s/2M = 0.062574 bohr^-3
central proton, 2M = +1: rho_s = +0.062574, rho_s/2M = 0.062574 bohr^-3
central proton, 2M = -1: rho_s = -0.062574, rho_s/2M = 0.062574 bohr^-3
central proton, 2M = -3: rho_s = -0.187721, rho_s/2M = 0.062574 bohr^-3
central proton, 2M = -5: rho_s = -0.312868, rho_s/2M = 0.062574 bohr^-3
H5: M_F=2 dimension 2352, nearest other state at -0.00451 Eh
H5 central: A = 4.25091e-08 Eh = 279.70 MHz
H5 exact E(F=3) = 5.31364e-08 Eh, 5A/4 = 5.31364e-08 Eh
H5 exact E(F=2) = -7.43906e-08 Eh, -7A/4 = -7.43910e-08 Eh
H5 exact splitting = 839.09 MHz, 3A = 839.09 MHz
H5 naive A / (exact splitting/3) = 5.0000
PySCF sextet energy in the M=3/2 sector = -2.46084825 Eh
```
